# Local energy of a semilocal potential, derived in two ways: a numerical check

```python
# Result under test: for W = sum_i sum_l V_l(r_i) P_l(i), P_l(i) = projector of electron i on l,
#   (W Psi)/Psi = sum_i sum_l V_l(r_i) A_l(i),
#   A_l(i) = (2l+1)/(4 pi) * sphere integral of P_l(n_i.n') Psi(r_i n')/Psi(r_i n_i).
# Lengths are in bohr (a0), energies in hartree (e^2/a0). Sphere weights sum to one,
# so a weighted sum stands for the sphere integral divided by 4 pi.
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation
from scipy.special import eval_legendre
from pyscf import gto

rng = np.random.default_rng(12345)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
STRENGTH = [3.0, 1.0, -0.5]      # C_l for l = 0, 1, 2, hartree
EXPONENT = [1.5, 1.2, 1.0]       # alpha_l, 1/bohr^2
ORB_A, ORB_B = 0.4, 0.6          # Gaussian orbital exponents, 1/bohr^2
CENTRE_B = np.array([0.0, 0.0, 1.5])
NAMES = "spd"


def channel_potential(l, r):
    return STRENGTH[l] * np.exp(-EXPONENT[l] * r**2)


def orbital_a(r):
    return (2 * ORB_A / np.pi)**0.75 * np.exp(-ORB_A * np.sum(r**2, axis=-1))


def orbital_b(r):
    d = r - CENTRE_B
    return (2 * ORB_B / np.pi)**0.75 * np.exp(-ORB_B * np.sum(d**2, axis=-1))


def determinant(r1, r2):
    return orbital_a(r1) * orbital_b(r2) - orbital_b(r1) * orbital_a(r2)


def correlated(r1, r2):
    r12 = np.linalg.norm(r1 - r2, axis=-1)
    return determinant(r1, r2) * np.exp(0.25 * r12 / (1 + r12))


def product_grid(n_theta, n_phi):
    t, wt = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    t2, p2 = np.meshgrid(t, phi, indexing="ij")
    s2 = np.sqrt(1 - t2**2)
    points = np.stack([s2 * np.cos(p2), s2 * np.sin(p2), t2], axis=-1).reshape(-1, 3)
    return points, np.repeat(wt / (2 * n_phi), n_phi)


def random_rotations(count):
    return Rotation.from_quat(rng.normal(size=(count, 4))).as_matrix()


def angular_factor(wave, pos, i, l_values, points, weights):
    # pos has shape (..., 2, 3), points (..., q, 3). Putting the moved electron first
    # changes at most the sign of both wave functions, which cancels in the ratio.
    here, partner = pos[..., i, :], pos[..., 1 - i, :]
    r = np.linalg.norm(here, axis=-1)
    moved = r[..., None, None] * points
    ratio = wave(moved, partner[..., None, :]) / wave(here, partner)[..., None]
    cosine = np.sum(points * (here / r[..., None])[..., None, :], axis=-1)
    return [(2 * l + 1) * np.sum(weights * eval_legendre(l, cosine) * ratio, axis=-1)
            for l in l_values]


def local_energy(wave, pos, points, weights):
    total = 0.0
    for i in range(2):
        r = np.linalg.norm(pos[..., i, :], axis=-1)
        factors = angular_factor(wave, pos, i, range(3), points, weights)
        total = total + sum(channel_potential(l, r) * factors[l] for l in range(3))
    return total


def harmonics(l, n):
    x, y, z = n[..., 0], n[..., 1], n[..., 2]
    if l == 0:
        return [np.ones_like(x)]
    if l == 1:
        return [x, y, z]
    return [x * y, y * z, x * z, x**2 - y**2, 3 * z**2 - 1]


def projected_by_definition(wave, pos, i, l, points, weights):
    # explicit sum over m of Y_lm(n) <Y_lm|Psi>, harmonics normalized numerically
    r = np.linalg.norm(pos[i])
    moved = r * points
    psi = wave(moved, pos[1]) if i == 0 else wave(pos[0], moved)
    value = 0.0
    for y_grid, y_here in zip(harmonics(l, points), harmonics(l, pos[i] / r)):
        value += y_here * np.sum(weights * y_grid * psi) / np.sum(weights * y_grid**2)
    return value


# ---- one configuration: Legendre formula against projection on harmonics ----
config = np.array([[0.3, 0.4, 0.5], [-0.2, 0.6, 0.9]])
lab_points, lab_weights = product_grid(40, 80)
grid, grid_w = product_grid(48, 96)
grid = grid @ Rotation.from_euler("xyz", [0.4, 0.9, 1.3]).as_matrix().T
print("Channel strengths C_s, C_p, C_d (hartree):", *STRENGTH)
print("Channel exponents s, p, d (1/bohr^2):", *EXPONENT)
print("Orbital exponents a, b (1/bohr^2):", ORB_A, ORB_B)
print("Centre of orbital b (bohr):", *CENTRE_B)
worst, jastrow_change = 0.0, 0.0
for i in range(2):
    radius = np.linalg.norm(config[i])
    print(f"Electron {i+1} position (bohr):", *config[i], f" radius {radius:.5f}")
    with_j = angular_factor(correlated, config, i, range(31), grid, grid_w)
    without_j = angular_factor(determinant, config, i, range(3), grid, grid_w)
    for l in range(3):
        reference = projected_by_definition(correlated, config, i, l, lab_points, lab_weights)
        reference /= correlated(config[0], config[1])
        worst = max(worst, abs(with_j[l] - reference))
        jastrow_change = max(jastrow_change, abs(with_j[l] - without_j[l]))
        v = channel_potential(l, radius)
        print(f"  {NAMES[l]}: V_l {v:.6f} hartree, A_l {with_j[l]:.6f},"
              f" V_l*A_l {v*with_j[l]:.6f} hartree, A_l no Jastrow {without_j[l]:.6f}")
    print(f"  Sum of A_l to l=2: {sum(with_j[:3]):.6f}; to l=30: {sum(with_j):.8f}")
    assert abs(sum(with_j) - 1) < 1e-4      # geometric tail beyond l = 30
assert worst < 1e-8
assert jastrow_change > 1e-3
print(f"Largest difference formula - harmonic projection in A_l: {worst:.1e}")
exact = float(local_energy(correlated, config, grid, grid_w))
no_jastrow = float(local_energy(determinant, config, grid, grid_w))
print(f"Local energy with Jastrow: {exact:.6f} hartree = {exact*HARTREE_EV:.4f} eV")
print(f"Local energy without Jastrow: {no_jastrow:.6f} hartree")

# ---- 12-point icosahedral rule: exactness limit and absence of bias ----
golden = (1 + np.sqrt(5)) / 2
corners = np.array([np.roll([0.0, s, t * golden], k)
                    for k in range(3) for s in (-1, 1) for t in (-1, 1)])
ico = corners / np.linalg.norm(corners[0])
ico_w = np.full(12, 1 / 12)
rotated = np.einsum("nab,qb->nqa", random_rotations(200), ico)
direction = config[0] / np.linalg.norm(config[0])
other = config[1] / np.linalg.norm(config[1])
rule_errors = []
for degree in range(5):
    def d_channel(p, w):
        return 5 * np.sum(w * eval_legendre(2, p @ direction) * (p @ other)**degree, axis=-1)
    rule_errors.append(np.max(np.abs(d_channel(rotated, ico_w) - d_channel(grid, grid_w))))
assert max(rule_errors[:4]) < 1e-12 and rule_errors[4] > 1e-4
print(f"12-point rule, l=2, largest error for ratio degree 0-3: {max(rule_errors[:4]):.1e}")
print(f"12-point rule, l=2, largest error for ratio degree 4: {rule_errors[4]:.5f}")
n_rot = 40000
rotated = np.einsum("nab,qb->nqa", random_rotations(n_rot), ico)
samples = local_energy(correlated, np.broadcast_to(config, (n_rot, 2, 3)), rotated, ico_w)
rot_mean, rot_std = samples.mean(), samples.std(ddof=1)
rot_err = rot_std / np.sqrt(n_rot)
fixed = float(local_energy(correlated, config, ico, ico_w))
assert abs(rot_mean - exact) < 4.5 * rot_err
print(f"12-point rule, unrotated: {fixed:.6f} hartree")
print(f"Mean over {n_rot} rotations: {rot_mean:.7f} +- {rot_err:.7f} hartree")
print(f"Standard deviation for one rotation: {rot_std:.6f} hartree")

# ---- matrix elements from an independent integral code ----
# The element symbols are only handles for the two centres; the potential is the model one.
ecp_text = "Na nelec 10\nNa ul\n2 1.0 0.0\n"
for l in range(3):
    ecp_text += f"Na {NAMES[l].upper()}\n2 {EXPONENT[l]} {STRENGTH[l]}\n"
mol = gto.M(atom=[["Na", (0.0, 0.0, 0.0)], ["H", tuple(CENTRE_B)]], unit="Bohr",
            basis={"Na": [[0, [ORB_A, 1.0]]], "H": [[0, [ORB_B, 1.0]]]},
            ecp={"Na": gto.basis.parse_ecp(ecp_text)}, verbose=0)
w_matrix, overlap = mol.intor("ECPscalar"), mol.intor("int1e_ovlp")

# One electron, nodal function a - 1.2 b: average of local energy by quadrature
coef = np.array([1.0, -1.2])
sphere, sphere_w = product_grid(16, 32)
kernels = [(2 * l + 1) * eval_legendre(l, np.clip(sphere @ sphere.T, -1, 1)) for l in range(3)]
x, wx = np.polynomial.legendre.leggauss(60)
numerator = denominator = 0.0
for r, wr in zip(4 * (x + 1), 4 * wx):
    psi = coef[0] * orbital_a(r * sphere) + coef[1] * orbital_b(r * sphere)
    kernel = sum(channel_potential(l, r) * kernels[l] for l in range(3))
    e_loc = (kernel @ (sphere_w * psi)) / psi
    shell = 4 * np.pi * r**2 * wr * sphere_w * psi**2
    numerator += np.sum(shell * e_loc)
    denominator += np.sum(shell)
average = numerator / denominator
matrix_value = (coef @ w_matrix @ coef) / (coef @ overlap @ coef)
assert abs(average - matrix_value) < 1e-6
print(f"One electron, average of local energy: {average:.8f} hartree")
print(f"One electron, matrix elements: {matrix_value:.8f} hartree")

# Two electrons, determinant only: Metropolis sampling with randomly rotated rules
n_walkers, n_blocks, step = 4000, 100, 0.6
walkers = rng.normal(size=(n_walkers, 2, 3))
walkers[:, 1] += CENTRE_B
psi_old = determinant(walkers[:, 0], walkers[:, 1])
energy_sum = np.zeros(n_walkers)
accepted = 0
n_steps = 300 + 5 * n_blocks
for k in range(n_steps):
    trial = walkers + step * rng.normal(size=walkers.shape)
    psi_new = determinant(trial[:, 0], trial[:, 1])
    accept = rng.random(n_walkers) * psi_old**2 < psi_new**2
    walkers[accept], psi_old[accept] = trial[accept], psi_new[accept]
    accepted += accept.sum()
    if k >= 300 and (k - 300) % 5 == 4:
        rotated = np.einsum("nab,qb->nqa", random_rotations(n_walkers), ico)
        energy_sum += local_energy(determinant, walkers, rotated, ico_w)
walker_means = energy_sum / n_blocks
vmc = walker_means.mean()
vmc_err = walker_means.std(ddof=1) / np.sqrt(n_walkers)   # walkers are independent
trace_value = np.trace(np.linalg.solve(overlap, w_matrix))
assert abs(vmc - trace_value) < 4.5 * vmc_err
assert vmc_err < 0.02 * abs(trace_value)
print(f"VMC walkers: {n_walkers}, measurements per walker: {n_blocks},"
      f" acceptance {accepted/(n_steps*n_walkers):.3f}")
print(f"Two electrons, VMC average: {vmc:.5f} +- {vmc_err:.5f} hartree")
print(f"Two electrons, trace of S^-1 W: {trace_value:.6f} hartree"
      f" = {trace_value*HARTREE_EV:.4f} eV")
print("success")
```

Running it gives:

```
Channel strengths C_s, C_p, C_d (hartree): 3.0 1.0 -0.5
Channel exponents s, p, d (1/bohr^2): 1.5 1.2 1.0
Orbital exponents a, b (1/bohr^2): 0.4 0.6
Centre of orbital b (bohr): 0.0 0.0 1.5
Electron 1 position (bohr): 0.3 0.4 0.5  radius 0.70711
  s: V_l 1.417100 hartree, A_l 1.672110, V_l*A_l 2.369546 hartree, A_l no Jastrow 1.606303
  p: V_l 0.548812 hartree, A_l -0.610063, V_l*A_l -0.334810 hartree, A_l no Jastrow -0.547912
  d: V_l -0.303265 hartree, A_l -0.082907, V_l*A_l 0.025143 hartree, A_l no Jastrow -0.078637
  Sum of A_l to l=2: 0.979140; to l=30: 1.00000000
Electron 2 position (bohr): -0.2 0.6 0.9  radius 1.10000
  s: V_l 0.488514 hartree, A_l -0.497735, V_l*A_l -0.243151 hartree, A_l no Jastrow -0.469195
  p: V_l 0.234102 hartree, A_l 1.103038, V_l*A_l 0.258223 hartree, A_l no Jastrow 1.059765
  d: V_l -0.149099 hartree, A_l 0.384443, V_l*A_l -0.057320 hartree, A_l no Jastrow 0.389780
  Sum of A_l to l=2: 0.989746; to l=30: 1.00000000
Largest difference formula - harmonic projection in A_l: 2.5e-14
Local energy with Jastrow: 2.017632 hartree = 54.9026 eV
Local energy without Jastrow: 1.960208 hartree
12-point rule, l=2, largest error for ratio degree 0-3: 2.2e-14
12-point rule, l=2, largest error for ratio degree 4: 0.20144
12-point rule, unrotated: 2.017845 hartree
Mean over 40000 rotations: 2.0176097 +- 0.0000129 hartree
Standard deviation for one rotation: 0.002577 hartree
One electron, average of local energy: 0.17381818 hartree
One electron, matrix elements: 0.17381818 hartree
VMC walkers: 4000, measurements per walker: 100, acceptance 0.327
Two electrons, VMC average: 0.67662 +- 0.00184 hartree
Two electrons, trace of S^-1 W: 0.676390 hartree = 18.4055 eV
success
```
